**Electron–phonon rate at the Fermi level and its thermal average**

For $\alpha^2F=\lambda(\omega/\omega_D)^2$ and $k_BT\ll\omega_D$, the relaxation rate at the Fermi level is $14\pi\zeta(3)\lambda(k_BT)^3/(\hbar\omega_D^2)$, and its average with weight $-\partial f/\partial\varepsilon$ is $12/7$ times larger. Here $\lambda$ is the coupling constant, $\omega$ the phonon energy, $\omega_D$ its cutoff, $\varepsilon$ the electron energy from the chemical potential and $f$ the Fermi function. The program builds the golden-rule gain and loss terms of one state and asserts that they balance in equilibrium. It asserts that their slope reproduces the closed energy profile, its curvature, the Fermi-level value $7\zeta(3)$ and the average $12\zeta(3)$. It also asserts the ratios for four powers of $\omega$ in $\alpha^2F$, the common high-temperature limit of both rates, and the temperature exponents 3 and, with a momentum-loss weight, 5. For $\lambda=0.5$, $\omega_D=30$ meV and $T=10$ K the output gives 0.0286 ps⁻¹ at the Fermi level and 0.0490 ps⁻¹ for the average. With the cutoff kept, the ratio falls from 1.714 at 10 K to 1.053 at 300 K.

## Verification by program

```python
"""Electron-phonon quasiparticle rate for alpha^2F = lam*(w/wD)^2, w < wD.

Result under test, for kB*T << wD (w and wD are energies):
    1/tau(0)  = 14 pi zeta(3) lam (kB T)^3 / (hbar wD^2)
    <1/tau>   = 24 pi zeta(3) lam (kB T)^3 / (hbar wD^2)
so the average with weight -df/de is 12/7 times the Fermi-level rate.
Symbols: x = w/(kB T), y = e/(kB T), e = energy from the chemical potential,
n = Bose function, f = Fermi function, lam = coupling constant,
g(y) = integral of x^2 [2n(x) + f(x+y) + f(x-y)] over x from 0 to infinity.
"""
import numpy as np
from mpmath import mp, polylog, exp as mpexp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, zeta

mp.dps = 25
KB = const.k / const.e * 1e3              # meV/K
HBAR = const.hbar / const.e * 1e15        # meV ps
ZETA3 = float(zeta(3))
NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)


def fermi(z):
    return expit(-z)


def bose(x):
    return 1.0 / np.expm1(x)


def grid(a, b):
    return 0.5 * (b - a) * NODES + 0.5 * (a + b), 0.5 * (b - a) * WEIGHTS


Y, WY = grid(-45.0, 45.0)
THERMAL = WY * fermi(Y) * fermi(-Y)       # quadrature weight times -df/dy


def collision(y, occupation, power=2, xmax=60.0):
    """Gain minus loss of one state; all other states in equilibrium."""
    x, wx = grid(0.0, xmax)
    y = np.atleast_1d(y)[:, None]
    occ = np.atleast_1d(occupation)[:, None]
    n = bose(x)
    loss = occ * ((n + 1) * (1 - fermi(y - x)) + n * (1 - fermi(y + x)))
    gain = (1 - occ) * (n * fermi(y - x) + (n + 1) * fermi(y + x))
    return (gain - loss) @ (wx * x**power)


def relaxation(y, power=2, xmax=60.0):
    """Minus the slope of the collision term in the state's occupation."""
    return collision(y, 0.0, power, xmax) - collision(y, 1.0, power, xmax)


def g_closed(y):
    a = abs(y)
    tail = float(polylog(3, -mpexp(-a)).real)
    return 4 * ZETA3 + (a**3 + np.pi**2 * a) / 3 - 4 * tail


# Equilibrium is stationary, and the closed profile agrees with the slope.
test_y = np.array([-3.0, 0.0, 0.7, 2.0, 6.0, 20.0])
assert np.max(np.abs(collision(test_y, fermi(test_y)))) < 1e-9
g_direct = relaxation(test_y)
assert np.allclose(g_direct, [g_closed(v) for v in test_y], rtol=1e-9)

# The bare out-scattering rate is (1-f) times the relaxation rate.
out_rate = -collision(test_y, 1.0)
assert np.allclose(out_rate, (1 - fermi(test_y)) * g_direct, rtol=1e-9)

# Thermal average of the occupation bracket at fixed phonon energy.
for x0 in (0.3, 1.0, 4.0, 10.0):
    numeric = quad(lambda v: fermi(v) * fermi(-v) * (
        2 * bose(x0) + fermi(x0 + v) + fermi(x0 - v)),
        -45, 45, points=[-x0, 0, x0], limit=200, epsabs=1e-12)[0]
    assert abs(numeric / (x0 / (2 * np.sinh(x0 / 2)**2)) - 1) < 1e-7

# Fermi-level value, thermal average and their ratio.
g_on_grid = relaxation(Y)
g_fermi = relaxation(0.0)[0]
g_average = THERMAL @ g_on_grid
assert abs(g_fermi - 7 * ZETA3) < 1e-9
assert abs(g_average - 12 * ZETA3) < 1e-8
assert abs(g_average / g_fermi - 12 / 7) < 1e-9

# Convexity: second difference of the direct profile.
h = 0.01
for y0 in (0.0, 1.0, 3.0):
    lo, mid, hi = relaxation(np.array([y0 - h, y0, y0 + h]))
    curvature = (hi - 2 * mid + lo) / h**2
    assert abs(curvature - 4 * np.log(2 * np.cosh(y0 / 2))) < 1e-4

# Ratio for other powers of the phonon energy in alpha^2F.
power_ratio = {}
for p in (1, 2, 3, 4):
    power_ratio[p] = (THERMAL @ relaxation(Y, p)) / relaxation(0.0, p)[0]
    predicted = (p + 1) / (2 * (1 - 2.0**(-(p + 1))))
    assert abs(power_ratio[p] - predicted) < 1e-8

# Inverse of the mean lifetime lies between the two rates.
g_inverse_life = 1 / (THERMAL @ (1 / g_on_grid))
assert g_fermi < g_inverse_life < g_average

# Worked example: round model parameters.
lam, w_debye, temp = 0.5, 30.0, 10.0      # 1, meV, K


def alpha2f(w):
    return lam * (w / w_debye)**2


lam_check = 2 * quad(lambda w: alpha2f(w) / w, 0, w_debye)[0]
assert abs(lam_check - lam) < 1e-10


def rates(t, extra=0):
    """Fermi-level and averaged rates in 1/ps with the cutoff kept.

    extra: additional power of w/wD in the spectral function.
    """
    kt = KB * t
    p, xmax = 2 + extra, w_debye / kt
    scale = 2 * np.pi * lam / HBAR * kt * (kt / w_debye)**p
    return (scale * relaxation(0.0, p, xmax)[0],
            scale * (THERMAL @ relaxation(Y, p, xmax)))


kt = KB * temp
unit_rate = np.pi * ZETA3 * lam * kt**3 / (HBAR * w_debye**2)
rate_fermi, rate_average = 14 * unit_rate, 24 * unit_rate
cut_fermi, cut_average = rates(temp)
assert abs(cut_fermi / rate_fermi - 1) < 1e-8
assert abs(cut_average / rate_average - 1) < 1e-8
rate_inverse_life = 2 * np.pi * lam * kt**3 / (HBAR * w_debye**2) * g_inverse_life

# High-temperature limit: both rates become 2 pi lam kB T / hbar.
hot = 2.0e4
classical = 2 * np.pi * lam * KB * hot / HBAR
assert np.allclose(rates(hot), classical, rtol=1e-3)


def cut_ratio(t):
    low, mean = rates(t)
    return mean / low


t_one_percent = brentq(lambda t: cut_ratio(t) - 0.99 * 12 / 7, 10.0, 300.0)
table_t = (10.0, 30.0, 50.0, 100.0, 300.0, 1000.0)
table_ratio = [cut_ratio(t) for t in table_t]
assert all(a > b for a, b in zip(table_ratio, table_ratio[1:]))


def exponent(index, extra):
    t1, t2 = 0.9 * temp, 1.1 * temp
    return np.log(rates(t2, extra)[index] / rates(t1, extra)[index]) / np.log(t2 / t1)


slope_fermi, slope_average = exponent(0, 0), exponent(1, 0)
slope_momentum = exponent(1, 2)
assert abs(slope_fermi - 3) < 1e-6 and abs(slope_average - 3) < 1e-6
assert abs(slope_momentum - 5) < 1e-4

print(f"coupling lambda                      = {lam:.2f}")
print(f"phonon cutoff wD                     = {w_debye:.1f} meV")
print(f"temperature T                        = {temp:.1f} K")
print(f"thermal energy kB*T                  = {kt:.4f} meV")
print(f"cutoff ratio wD/(kB*T)               = {w_debye / kt:.2f}")
print(f"zeta(3)                              = {ZETA3:.6f}")
print(f"g(0), direct integral                = {g_fermi:.6f}")
print(f"thermal average of g, direct         = {g_average:.6f}")
print(f"ratio of average to Fermi level      = {g_average / g_fermi:.6f}")
print(f"12/7                                 = {12 / 7:.6f}")
print(f"rate at Fermi level                  = {rate_fermi:.5f} 1/ps")
print(f"thermally averaged rate              = {rate_average:.5f} 1/ps")
print(f"inverse of mean lifetime             = {rate_inverse_life:.5f} 1/ps")
print(f"inverse mean lifetime / Fermi rate   = {g_inverse_life / g_fermi:.4f}")
print(f"lifetime at Fermi level              = {1 / rate_fermi:.2f} ps")
print(f"width hbar/tau at Fermi level        = {HBAR * rate_fermi:.5f} meV")
print(f"width hbar*<1/tau>                   = {HBAR * rate_average:.5f} meV")
for y0 in (1.0, 2.0, 3.0, 5.0):
    print(f"g(y)/g(0) at y = {y0:.0f}                   = "
          f"{relaxation(y0)[0] / g_fermi:.4f}")
for p, value in power_ratio.items():
    print(f"ratio for alpha^2F ~ w^{p}             = {value:.5f}")
for t, value in zip(table_t, table_ratio):
    print(f"ratio with cutoff at T = {t:6.0f} K    = {value:.5f}")
print(f"T where ratio is 1 % below 12/7      = {t_one_percent:.1f} K")
print(f"exponent of T, Fermi-level rate      = {slope_fermi:.4f}")
print(f"exponent of T, averaged rate         = {slope_average:.4f}")
print(f"exponent of T, momentum-loss weight  = {slope_momentum:.4f}")
print("all assertions hold")
```

Output:

```
coupling lambda                      = 0.50
phonon cutoff wD                     = 30.0 meV
temperature T                        = 10.0 K
thermal energy kB*T                  = 0.8617 meV
cutoff ratio wD/(kB*T)               = 34.81
zeta(3)                              = 1.202057
g(0), direct integral                = 8.414398
thermal average of g, direct         = 14.424683
ratio of average to Fermi level      = 1.714286
12/7                                 = 1.714286
rate at Fermi level                  = 0.02856 1/ps
thermally averaged rate              = 0.04895 1/ps
inverse of mean lifetime             = 0.03812 1/ps
inverse mean lifetime / Fermi rate   = 1.3350
lifetime at Fermi level              = 35.02 ps
width hbar/tau at Fermi level        = 0.01880 meV
width hbar*<1/tau>                   = 0.03222 meV
g(y)/g(0) at y = 1                   = 1.1696
g(y)/g(0) at y = 2                   = 1.7336
g(y)/g(0) at y = 3                   = 2.8375
g(y)/g(0) at y = 5                   = 7.4814
ratio for alpha^2F ~ w^1             = 1.33333
ratio for alpha^2F ~ w^2             = 1.71429
ratio for alpha^2F ~ w^3             = 2.13333
ratio for alpha^2F ~ w^4             = 2.58065
ratio with cutoff at T =     10 K    = 1.71429
ratio with cutoff at T =     30 K    = 1.71104
ratio with cutoff at T =     50 K    = 1.64238
ratio with cutoff at T =    100 K    = 1.34169
ratio with cutoff at T =    300 K    = 1.05332
ratio with cutoff at T =   1000 K    = 1.00503
T where ratio is 1 % below 12/7      = 37.6 K
exponent of T, Fermi-level rate      = 3.0000
exponent of T, averaged rate         = 3.0000
exponent of T, momentum-loss weight  = 5.0000
all assertions hold
```
